# Minimum-tracking and self-consistent-field linear-response definitions of the Hubbard U: test program

```python
# Minimum-tracking (MT) versus self-consistent-field (SCF) linear-response U.
# Perturbation alpha*P, P projector of rank d, Q=1-P, D spin-summed density matrix,
# N=Tr[PD], v=Tr[P V_Hxc]/d, chi=dN/dalpha (relaxed), chi0=dN/dalpha (frozen V_Hxc).
# U_MT=dv/dN, U_SCF=1/chi0-1/chi.  With u=dV_Hxc/dN, w=(dD0/dalpha)/chi0, n=dD/dN:
#   U_SCF=Tr[w u], U_SCF-U_MT=Tr[w(u-U_MT P)], <n|f|n> <= U_SCF <= <w|f|w>,
#   d2E/dN2=-1/chi.  Finite differences of SCF states are tested against
# sum-over-states / coupled-perturbed formulas (TiH4, LDA) and site models.
import numpy as np
from scipy import constants as sc
from scipy.optimize import root
from scipy.linalg import null_space
from pyscf import gto, dft

HA = sc.physical_constants['Hartree energy in eV'][0]
BOHR = sc.physical_constants['Bohr radius'][0]
STEPS = (-2, -1, 1, 2)
inv = np.linalg.inv
def d5(f, a): return (f[0] - 8*f[1] + 8*f[2] - f[3])/(12*a)
def tr(a, b): return float(np.sum(a*b))          # trace of symmetric product
def close(a, b, tol): return np.max(np.abs(a - b)) < tol*max(1.0, np.max(np.abs(b)))
def rel(a, b, tol=1e-4): return abs(a - b) < tol*abs(b)
def show(label, x, unit): print(f"{label} = {x:.4f} {unit}")

# ---------------- TiH4, LDA/def2-SVP (internally hartree) ----------------
R_pm, XC = 170.0, 'slater,vwn5'
s = R_pm*1e-12/BOHR/np.sqrt(3)
atoms = [('Ti', (0, 0, 0)), ('H', (s, s, s)), ('H', (s, -s, -s)),
         ('H', (-s, s, -s)), ('H', (-s, -s, s))]
mol = gto.M(atom=atoms, basis='def2-svp', unit='Bohr', verbose=0)
mf = dft.RKS(mol); mf.xc = XC; mf.grids.level = 2; mf.conv_tol = 1e-9
mf.kernel()
assert mf.converged
S = mol.intor('int1e_ovlp'); se, sv = np.linalg.eigh(S)
X = (sv*se**-0.5) @ sv.T; Xi = (sv*se**0.5) @ sv.T
h = X @ mf.get_hcore() @ X
nao, nocc = mol.nao, mol.nelectron//2
ao = mol.eval_gto('GTOval_sph', mf.grids.coords) @ X
D = Xi @ mf.make_rdm1() @ Xi
keep = np.sum((ao @ D)*ao, axis=1) > 1e-11
ao, wt = np.ascontiguousarray(ao[keep]), mf.grids.weights[keep]
ref = gto.M(atom=atoms, basis='minao', unit='Bohr', verbose=0)
idx = [k for k, l in enumerate(ref.ao_labels(fmt=False)) if l[0] == 0 and l[2] == '3d']
dim = len(idx); assert dim == 5
phi = X @ gto.intor_cross('int1e_ovlp', mol, ref)[:, idx]
P = phi @ inv(phi.T @ phi) @ phi.T; Q = np.eye(nao) - P

def rho_of(Dm): return np.sum((ao @ Dm)*ao, axis=1)
def grid_op(g): return ao.T @ (ao*(wt*g)[:, None])
def hartree(Dm): return X @ np.asarray(mf.get_j(mol, X @ Dm @ X)) @ X
def fill(F):
    c = np.linalg.eigh(F)[1][:, :nocc]
    return 2*c @ c.T
def scf(alpha, Dm):
    Fs, Es = [], []
    for _ in range(60):
        rho = rho_of(Dm)
        exc, vxc = dft.libxc.eval_xc(XC, rho, spin=0, deriv=1)[:2]
        J = hartree(Dm); V = J + grid_op(vxc[0]); F = h + alpha*P + V
        err = F @ Dm - Dm @ F
        if np.abs(err).max() < 5e-10:
            E = tr(h, Dm) + 0.5*tr(J, Dm) + np.sum(wt*rho*exc) + mol.energy_nuc()
            return Dm, V, J, E
        Fs = (Fs + [F])[-8:]; Es = (Es + [err.ravel()])[-8:]
        em = np.array(Es); nr = np.linalg.norm(em, axis=1); en = em/nr[:, None]
        c = np.linalg.lstsq(en @ en.T, 1/nr, rcond=1e-12)[0]/nr
        Dm = fill(np.tensordot(c/c.sum(), np.array(Fs), 1))
    raise RuntimeError('SCF not converged')

D0, V0, J0, E0 = scf(0.0, fill(h + X @ np.asarray(mf.get_veff()) @ X))
assert abs(E0 - mf.e_tot) < 1e-6
F0 = h + V0; N0 = tr(P, D0); a = 2e-3
runs = [scf(k*a, D0) for k in STEPS]
Nrel = np.array([tr(P, r[0]) for r in runs])
chi_fd = d5(Nrel, a)
dv_fd = d5([tr(P, r[1])/dim for r in runs], a)
dvH_fd = d5([tr(P, r[2])/dim for r in runs], a)
def frozen(op): return d5([tr(P, fill(F0 + k*a*op)) for k in STEPS], a)
chi0_fd = frozen(P)
U_mt, U_scf = dv_fd/chi_fd, 1/chi0_fd - 1/chi_fd
chi0_mt = chi_fd/(1 + dv_fd)
def curvature(dN, dE):
    sc_ = np.abs(dN).max()
    c = np.polyfit(np.append(dN, 0)/sc_, np.append(dE, 0), 4)
    return 2*c[2]/sc_**2
curv = curvature(Nrel - N0, np.array([r[3] - E0 for r in runs]))
Db = [fill(F0 + k*a*P) for k in STEPS]; Dref = fill(F0)
curv0 = curvature(np.array([tr(P, x - Dref) for x in Db]),
                  np.array([tr(F0, x - Dref) for x in Db]))

# analytic route
eps, C = np.linalg.eigh(F0); Co, Cv = C[:, :nocc], C[:, nocc:]
gaps = eps[nocc:, None] - eps[None, :nocc]
fxc = dft.libxc.eval_xc(XC, rho_of(D0), spin=0, deriv=2)[2][0]
def dD(k):
    t = Cv @ k @ Co.T
    return 2*(t + t.T)
def kern(x): return hartree(x) + grid_op(fxc*rho_of(x))
Pai = Cv.T @ P @ Co
chi0 = -4*np.sum(Pai**2/gaps)
w = dD(-Pai/gaps)/chi0
k = np.zeros_like(Pai); r = -Pai.copy(); z = r/gaps; p = z.copy(); rz = tr(r, z)
for _ in range(60):                               # preconditioned conjugate gradients
    Ap = gaps*p + Cv.T @ kern(dD(p)) @ Co
    pAp = tr(p, Ap); assert pAp > 0
    k += rz/pAp*p; r -= rz/pAp*Ap
    if np.abs(r).max() < 1e-10: break
    z = r/gaps; rz2 = tr(r, z); p = z + rz2/rz*p; rz = rz2
assert np.abs(r).max() < 1e-10
chi = tr(P, dD(k)); n = dD(k)/chi; u = kern(n)
U_mt_an = tr(P, u)/dim
assert rel(chi0_fd, chi0) and rel(chi_fd, chi) and rel(U_mt, U_mt_an)
assert rel(dvH_fd/chi_fd, tr(P, hartree(n))/dim)
assert rel(U_scf, tr(w, u))
assert rel(curv, -1/chi, 3e-4) and rel(curv0, -1/chi0, 3e-4)
assert rel(curv - curv0, tr(w, u), 5e-4)
blocks = [P @ u @ P - U_mt_an*P, P @ u @ Q + Q @ u @ P, Q @ u @ Q]
parts = [tr(w, b) for b in blocks]
for b, x in zip(blocks, parts):
    assert abs(frozen(b)/chi0_fd - x) < 1e-5
assert abs(U_scf - U_mt - sum(parts)) < 1e-4*abs(U_scf)
assert abs(1/chi0 - 1/chi0_mt - sum(parts)) < 1e-4*abs(U_scf)
assert abs(U_scf - U_mt)*HA > 0.02                # the two definitions do differ
low, high = tr(n, u), tr(w, kern(w))
assert low < U_scf < high

print(f"TiH4 LDA/def2-SVP: R(Ti-H) = {R_pm:.1f} pm, basis functions = {nao}, d = {dim}")
show("total energy", E0*HA, "eV"); show("HOMO-LUMO gap", gaps.min()*HA, "eV")
show("alpha step (used at +-1, +-2 steps)", a*HA, "eV")
show("N0", N0, "electrons")
print("N(alpha) at -2,-1,+1,+2 steps =", " ".join(f"{x:.6f}" for x in Nrel), "electrons")
for lab, x in (("chi", chi_fd), ("chi0 (frozen)", chi0_fd), ("chi0 (MT)", chi0_mt)):
    print(f"{lab} = {x/HA:.5f} 1/eV, inverse = {HA/x:.4f} eV")
show("dv/dalpha", dv_fd, "(dimensionless)")
print(f"U_MT = {U_mt*HA:.4f} eV = {U_mt*HA*sc.e:.4e} J")
show("U_MT Hartree part", dvH_fd/chi_fd*HA, "eV")
show("U_MT xc part", (dv_fd - dvH_fd)/chi_fd*HA, "eV")
print(f"U_SCF = {U_scf*HA:.4f} eV = {U_scf*HA*sc.e:.4e} J")
show("Tr[w u] (analytic)", tr(w, u)*HA, "eV")
show("U_SCF - U_MT", (U_scf - U_mt)*HA, "eV")
for lab, x in zip(("traceless PP", "PQ+QP", "QQ"), parts): show(lab + " term", x*HA, "eV")
show("d2E/dN2 relaxed", curv*HA, "eV"); show("d2E/dN2 frozen", curv0*HA, "eV")
show("lower bound <n|f|n>", low*HA, "eV"); show("upper bound <w|f|w>", high*HA, "eV")

# ---------------- site models (eV): v = f (n - n_bare) ----------------
def chain(en, t):
    M = len(en)
    return np.diag(en) - t*(np.eye(M, k=1) + np.eye(M, k=-1))
def respond(hm, f, A):
    no = len(hm)//2; b = 2e-3
    def dens(v): return 2*np.sum(np.linalg.eigh(hm + np.diag(v))[1][:, :no]**2, axis=1)
    nb = dens(np.zeros(len(hm))); c0, c1, G = [], [], []
    for J in range(A.shape[1]):
        sol = []
        for m in STEPS:
            res = lambda x: x - dens(m*b*A[:, J] + f @ (x - nb))
            x = root(res, nb, method='hybr', options={'xtol': 1e-13}).x
            assert np.abs(res(x)).max() < 1e-10
            sol.append(x)
        c0.append(d5([A.T @ dens(m*b*A[:, J]) for m in STEPS], b))
        c1.append(d5([A.T @ x for x in sol], b))
        G.append(d5([A.T @ (f @ (x - nb))/A.sum(0) for x in sol], b))
    return np.array(c0).T, np.array(c1).T, np.array(G).T
def both(hm, f, A):
    c0, c1, G = respond(hm, f, A)
    return G @ inv(c1), inv(c0) - inv(c1)
def fmt(m): return "[" + "; ".join(" ".join(f"{x:.4f}" for x in row) for row in m) + "]"

t = 1.0; e2 = [-0.5, 0.5]; f2 = np.array([[4.0, 1.0], [1.0, 3.0]])
um, us = both(chain(e2, t), f2, np.array([[1.0], [0.0]]))
assert close(um, f2[0, 0] - f2[0, 1], 1e-5)
assert close(us, f2[0, 0] - 2*f2[0, 1] + f2[1, 1], 1e-5)
print(f"dimer: t = {t} eV, levels = {e2} eV, f = {fmt(f2)} eV, 2 electrons")
print(f"dimer: U_MT = {um[0,0]:.4f} eV, U_SCF = {us[0,0]:.4f} eV")

e6 = [-1.0, 0.5, -0.5, 1.0, -1.0, 0.5]; h6 = chain(e6, t); M = 6
A = np.zeros((M, 2)); A[[0, 1], 0] = 1; A[3, 1] = 1
Fm = np.array([[4.0, 1.0], [1.0, 3.0]])
um, us = both(h6, A @ Fm @ A.T, A)
assert close(us, Fm, 1e-5) and close(um, Fm, 1e-5)
print(f"chain: t = {t} eV, levels = {e6} eV, 6 electrons, subspaces = sites (1,2),(4)")
print(f"chain, subspace-only kernel F = {fmt(Fm)} eV: U_SCF = {fmt(us)} eV")
U0, V1 = 4.0, 1.5
dist = np.abs(np.subtract.outer(np.arange(M), np.arange(M)))
f6 = np.where(dist == 0, U0, V1/np.maximum(dist, 1))
ev, cv = np.linalg.eigh(h6); x0 = np.zeros((M, M))
for i in range(3):
    for j in range(3, M):
        q = cv[:, i]*cv[:, j]; x0 -= 4*np.outer(q, q)/(ev[j] - ev[i])
x1 = np.linalg.solve(np.eye(M) - x0 @ f6, x0)
dv = f6 @ x1 @ A; G_an = (A.T @ dv)/A.sum(0)[:, None]
L = A.T @ x0 @ (dv - A @ G_an)
diff = inv(A.T @ x0 @ A) @ L @ inv(A.T @ x1 @ A)
um, us = both(h6, f6, A)
assert close(us - um, diff, 1e-5) and np.abs(diff).max() > 0.1
print(f"chain, f_ii = {U0} eV, f_ij = {V1}/|i-j| eV")
print(f"  U_MT = {fmt(um)} eV"); print(f"  U_SCF = {fmt(us)} eV")
print(f"  chi0^-1 L chi^-1 = {fmt(diff)} eV")
Pi = np.eye(M) - 1/M
um2, us2 = both(h6, Pi @ f6, A)                   # zero of potential = site mean
shift = -(dv.mean(0) @ inv(A.T @ x1 @ A))
assert close(us2, us, 1e-5) and close(um2 - um, np.tile(shift, (2, 1)), 1e-5)
assert np.abs(shift).max() > 1e-2
print(f"  zero-mean potential: U_MT = {fmt(um2)} eV, U_SCF = {fmt(us2)} eV")
c0, c1, G = respond(h6, f6, np.eye(M)); B = null_space(np.ones((1, M)))
assert np.abs(c0.sum(0)).max() < 1e-7 and np.abs(c1.sum(1)).max() < 1e-7
pinv = lambda m: B @ inv(B.T @ m @ B) @ B.T
us, um = pinv(c0) - pinv(c1), G @ pinv(c1)
assert close(us, Pi @ f6 @ Pi, 1e-4) and close(um, f6 @ Pi, 1e-4)
print(f"  all six sites, element (1,1): U_MT = {um[0,0]:.4f} eV, U_SCF = {us[0,0]:.4f} eV")
print("PASS")
```

It prints:

```
TiH4 LDA/def2-SVP: R(Ti-H) = 170.0 pm, basis functions = 51, d = 5
total energy = -23116.9239 eV
HOMO-LUMO gap = 2.8562 eV
alpha step (used at +-1, +-2 steps) = 0.0544 eV
N0 = 3.2188 electrons
N(alpha) at -2,-1,+1,+2 steps = 3.241434 3.230117 3.207370 3.195942 electrons
chi = -0.20898 1/eV, inverse = -4.7852 eV
chi0 (frozen) = -0.67963 1/eV, inverse = -1.4714 eV
chi0 (MT) = -1.30445 1/eV, inverse = -0.7666 eV
dv/dalpha = -0.8398 (dimensionless)
U_MT = 4.0186 eV = 6.4385e-19 J
U_MT Hartree part = 4.2335 eV
U_MT xc part = -0.2149 eV
U_SCF = 3.3138 eV = 5.3093e-19 J
Tr[w u] (analytic) = 3.3138 eV
U_SCF - U_MT = -0.7048 eV
traceless PP term = -0.0067 eV
PQ+QP term = 0.0202 eV
QQ term = -0.7182 eV
d2E/dN2 relaxed = 4.7852 eV
d2E/dN2 frozen = 1.4714 eV
lower bound <n|f|n> = 1.8316 eV
upper bound <w|f|w> = 5.9944 eV
dimer: t = 1.0 eV, levels = [-0.5, 0.5] eV, f = [4.0000 1.0000; 1.0000 3.0000] eV, 2 electrons
dimer: U_MT = 3.0000 eV, U_SCF = 5.0000 eV
chain: t = 1.0 eV, levels = [-1.0, 0.5, -0.5, 1.0, -1.0, 0.5] eV, 6 electrons, subspaces = sites (1,2),(4)
chain, subspace-only kernel F = [4.0000 1.0000; 1.0000 3.0000] eV: U_SCF = [4.0000 1.0000; 1.0000 3.0000] eV
chain, f_ii = 4.0 eV, f_ij = 1.5/|i-j| eV
  U_MT = [1.8205 -0.2294; -0.7331 2.5782] eV
  U_SCF = [3.5254 0.8134; 0.8134 3.4927] eV
  chi0^-1 L chi^-1 = [1.7050 1.0428; 1.5466 0.9145] eV
  zero-mean potential: U_MT = [1.9098 -0.2811; -0.6438 2.5264] eV, U_SCF = [3.5254 0.8134; 0.8134 3.4927] eV
  all six sites, element (1,1): U_MT = 2.7625 eV, U_SCF = 2.9167 eV
PASS
```
